\section*{A small Fock fraction does not make the Fermi velocity finite}

\section*{The belief}

\textbf{Q.} Hartree--Fock theory is known to fail for metals: the velocity at the Fermi surface diverges. I use a hybrid with only 5\% Fock exchange, and my Fermi velocity is finite and sensible. With so little exchange, surely the problem is cured?

\textbf{A.} Which interaction enters your Fock term, and what happens to the velocity when you refine the k mesh?

\textbf{Q.} The bare Coulomb interaction. I used one mesh and a little smearing. What would a finer mesh tell me?

\textbf{A.} Let us first find what it should converge to. Take the paramagnetic electron gas in Hartree atomic units, with plane-wave orbitals and all states up to $k_F$ filled for each spin. The local parts of the functional give a constant potential, which does not affect velocities. With a Fock fraction $a$,
\begin{equation}
\varepsilon(k)=\frac{k^2}{2}+a\,\Sigma(k),\qquad
\Sigma(k)=-\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\,\frac{4\pi}{|\mathbf k-\mathbf k'|^2}.
\label{sigma}
\end{equation}
Exchange couples equal spins, so there is no spin factor. With $c$ the cosine of the angle between $\mathbf k$ and $\mathbf k'$,
\begin{equation*}
\int_{-1}^{1}\frac{dc}{k^2+k'^2-2kk'c}=\frac{1}{kk'}\ln\left|\frac{k+k'}{k-k'}\right| .
\end{equation*}
The prefactor is $4\pi\cdot2\pi/(2\pi)^3=1/\pi$, so
\begin{equation*}
\Sigma(k)=-\frac{1}{\pi k}\int_0^{k_F}k'\ln\left|\frac{k+k'}{k-k'}\right|dk' .
\end{equation*}
An antiderivative of the integrand is $kk'+\tfrac12(k'^2-k^2)\ln|(k+k')/(k-k')|$: differentiating the logarithm gives $-2k/(k'^2-k^2)$, whose contribution $-k$ cancels the derivative of $kk'$. It vanishes at $k'=0$. With $y=k/k_F$ and $\mathcal L=\ln|(1+y)/(1-y)|$,
\begin{equation}
\Sigma=-\frac{k_F}{\pi}\left[1+\frac{1-y^2}{2y}\,\mathcal L\right].
\label{closed}
\end{equation}

\textbf{Q.} That is finite at $y=1$. Where is the trouble?

\textbf{A.} In the slope. We have $\mathcal L'=2/(1-y^2)$, and the derivative of $(1-y^2)/(2y)$ is $-(1+y^2)/(2y^2)$. Therefore
\begin{equation}
\frac{d\Sigma}{dk}=\frac1{k_F}\frac{d\Sigma}{dy}
=\frac1\pi\left[\frac{1+y^2}{2y^2}\,\mathcal L-\frac1y\right]
\;\longrightarrow\;\frac1\pi\left[\ln\frac{2k_F}{\delta}-1\right]
\label{slope}
\end{equation}
at a small distance $\delta=|k-k_F|$. The velocity is $v=k+a\,d\Sigma/dk$. For any fixed $a>0$ it grows without limit as $\delta\to0$. The fraction multiplies the logarithm; it does not bound it.

\section*{What a small fraction does change}

\textbf{Q.} But a small multiplier must help with something.

\textbf{A.} It helps with finite quantities. Equation (\ref{closed}) gives $\Sigma(k_F)=-k_F/\pi$ and, since $\mathcal L\to2y$ for small $y$, $\Sigma(0)=-2k_F/\pi$. Exchange thus widens the occupied band by $ak_F/\pi$, which goes smoothly to zero with $a$.

The slope behaves differently. Its exchange part equals the bare velocity $k_F$ when $(a/\pi)[\ln(2k_F/\delta)-1]=k_F$, that is, at
\begin{equation}
\delta_*=2k_F\exp\left(-1-\frac{\pi k_F}{a}\right),
\label{onset}
\end{equation}
provided $\delta_*\ll k_F$. Lowering $a$ makes the region of strong distortion exponentially narrow.

Take $r_s=4$, so $k_F=(9\pi/4)^{1/3}/r_s=0.4798$. For $a=0.25$, $\pi k_F/a=6.03$ and $\delta_*/k_F=1.8\times10^{-3}$. For $a=0.05$, $\delta_*/k_F=6\times10^{-14}$. Just inside the Fermi surface, (\ref{slope}) gives these velocities in atomic units:
\begin{center}
\begin{tabular}{ccc}
$\delta/k_F$ & $a=0.05$ & $a=0.25$\\
$10^{-2}$ & 0.544 & 0.820\\
$10^{-4}$ & 0.621 & 1.188\\
$10^{-8}$ & 0.768 & 1.921
\end{tabular}
\end{center}

The density of states suffers too. The density up to $k$ is $N=k^3/(3\pi^2)$, so $dN/d\varepsilon=k^2/(\pi^2v)$. Relative to free electrons at the same $k$ it is $k/v$, which tends to zero at the Fermi surface. For $a=0.25$ it is 0.58 at $\delta/k_F=10^{-2}$ and 0.25 at $10^{-8}$. This is a property of the functional's orbital energies, not a prediction that the metal loses its states there.

\textbf{Q.} Could this be an accident of the spherical Fermi surface?

\textbf{A.} No. Write $V(\mathbf q)=4\pi/q^2$ and let $n(\mathbf k')$ be the occupation. Since $\nabla_{\mathbf k}V(\mathbf k-\mathbf k')=-\nabla_{\mathbf k'}V(\mathbf k-\mathbf k')$, integration by parts gives
\begin{equation}
\nabla\Sigma=-\int\frac{d^3k'}{(2\pi)^3}V(\mathbf k-\mathbf k')\nabla n(\mathbf k')
=\int_{\rm FS}\frac{dS\,\hat{\mathbf n}}{(2\pi)^3}V(\mathbf k-\mathbf k'),
\label{surface}
\end{equation}
because $\nabla n$ is minus the outward normal $\hat{\mathbf n}$ times a surface delta function. A nearby, nearly flat disc of radius $R\gg\delta$ contributes
\begin{equation*}
\frac{4\pi\cdot2\pi}{(2\pi)^3}\int_0^R\frac{\rho\,d\rho}{\rho^2+\delta^2}
=\frac1{2\pi}\ln\frac{R^2+\delta^2}{\delta^2}\simeq\frac1\pi\ln\frac R\delta .
\end{equation*}
The shape changes the finite remainder, not the coefficient. In a crystal, $V$ is multiplied by the squared overlap of the periodic parts of the Bloch functions. For a nondegenerate band with smooth Bloch functions this is $1-O(q^2)$. The correction to the integrand is then bounded, its gradient is at most of order $1/q$, and that is integrable in three dimensions. The argument assumes a sharp, smooth Fermi surface; a symmetry-broken solution that opens a gap lies outside it.

\section*{Why one mesh looks harmless}

\textbf{Q.} Then why did my code return a finite number?

\textbf{A.} A mesh of spacing $h$ cannot resolve $\delta\ll h$. Let a cubic mesh have the points $mh$ and $(m+1)h$ on a cube axis, with the Fermi surface midway: $k_F=(m+\tfrac12)h$. The difference quotient of $k^2/2$ between them is exactly $k_F$. For exchange, each mesh point has weight $h^3/(2\pi)^3$, so in units of $h$ a pair at distance $d$ contributes $-(h/2\pi^2)/d^2$.

The term $d=0$ needs a rule. The Ewald value for a periodic box of side $2\pi/h$ lowers an occupied level by $Mh/2\pi$, where $M=2.8373$ is the cubic Madelung constant, and leaves an empty level alone. It therefore adds $M/2\pi$ to the slope.

\textbf{Q.} And the remaining sum?

\textbf{A.} Group the occupied points into columns parallel to the axis, running from $-X$ to $X$ at transverse distance $\rho$. Moving the reference point from $m$ to $m+1$ is the same as shifting every column back by one. All terms cancel except the ends:
\begin{equation*}
\frac1{2\pi^2}\sum_{\rm columns}\left[\frac1{\rho^2+(X-m)^2}-\frac1{\rho^2+(X+m+1)^2}\right],
\end{equation*}
without the $d=0$ term. Near the pole $X=m$, and a disc with $1\ll R\ll\sqrt m$ gives $\sum'1/\rho^2=2\pi\ln R+S$. Direct summation over a large disc gives $S=2.585$. Farther out, the steps average to the smooth sphere as $m$ grows. The sphere outside the disc contributes the total (\ref{slope}) minus the disc part $\pi^{-1}\ln(Rh/\delta)$, which is $\pi^{-1}[\ln(2k_F/Rh)-1]$. Adding the three pieces, $R$ cancels:
\begin{equation}
v_{\rm mesh}\simeq k_F+\frac a\pi\left[\ln\frac{2k_F}{h}+C\right],\qquad
C=\frac{S}{2\pi}+\frac M2-1=0.830 .
\label{mesh}
\end{equation}
For $a=0.25$ and $m=8$, $2k_F/h=17$, so $v_{\rm mesh}\simeq0.4798+0.0796\,(2.833+0.830)=0.771$. Explicit summation over the occupied mesh points gives the following velocities. The last column uses a screened interaction, to which we shall return.
\begin{center}
\begin{tabular}{cccc}
$m$ & bare, $a=0.05$ & bare, $a=0.25$ & screened, $a=0.25$\\
8 & 0.538 & 0.771 & 0.544\\
16 & 0.549 & 0.824 & 0.545\\
64 & 0.570 & 0.933 & 0.545\\
256 & 0.592 & 1.042 & 0.545
\end{tabular}
\end{center}

\textbf{Q.} For $a=0.05$ one doubling changes the velocity by only 2\%. I would have called that converged.

\textbf{A.} The size of one change is not enough; the changes must shrink. By (\ref{mesh}), each halving of $h$ adds $(a/\pi)\ln2$, which is 0.011 for $a=0.05$ and 0.055 for $a=0.25$, however fine the mesh already is. This holds for meshes that place the Fermi surface in the same way between mesh points; other placements scatter the individual steps, strongly so when a mesh point falls on the surface itself. A small $a$ makes this drift easy to miss.

\section*{Smearing}

\textbf{Q.} I also smear the occupations. Does that not give a proper limit on a dense mesh?

\textbf{A.} At fixed smearing, yes, but the limit depends on the smearing. Let the occupation be a Fermi function of momentum width $w\ll k_F$. It is a mixture of filled spheres of radius $p=k_F+wx$ with weight $dx/[4\cosh^2(x/2)]$. Averaging (\ref{slope}) with $\delta=w|x|$ requires the mean of $\ln|x|$. Consider
\begin{equation*}
\langle|x|^s\rangle=\int_0^\infty\frac{x^s\,dx}{2\cosh^2(x/2)}
=2\sum_{n\ge1}(-1)^{n+1}n\int_0^\infty x^se^{-nx}dx=2\Gamma(1+s)\,\eta(s),
\end{equation*}
with $\eta(s)=\sum_{n\ge1}(-1)^{n+1}n^{-s}$, first for $s>1$ and then by continuation. Averaging neighbouring partial sums gives
\begin{equation*}
\eta(s)=\tfrac12+\tfrac12\sum_{n\ge1}(-1)^{n+1}\left[n^{-s}-(n+1)^{-s}\right],
\end{equation*}
which also holds at $s=0$. Hence $\eta(0)=\tfrac12$, and
\begin{equation*}
\eta'(0)=\tfrac12\sum_{n\ge1}(-1)^{n+1}\ln\frac{n+1}{n}=\tfrac12\ln\frac\pi2
\end{equation*}
by Wallis's product. With $\Gamma'(1)=-\gamma$, where $\gamma=0.5772$ is Euler's constant, the derivative at $s=0$ is $\langle\ln|x|\rangle=\ln(\pi/2)-\gamma$. Thus
\begin{equation}
v(k_F)\simeq k_F+\frac a\pi\left[\ln\frac{4e^\gamma k_F}{\pi w}-1\right],\qquad w\simeq\frac Tv .
\label{thermal}
\end{equation}
Here $T$ is the smearing energy. The relation for $w$ treats the velocity as constant across the smeared region, so (\ref{thermal}) is an implicit estimate for $v$.

For $a=0.25$ and $T=10^{-3}$ hartree it gives 0.953. Iterating the occupations and exchange energies to self-consistency on a radial grid, with the chemical potential held at $\varepsilon(k_F)$, gives 0.952. At $T=10^{-2}$, $10^{-4}$ and $10^{-5}$ hartree the self-consistent values are 0.749, 1.150 and 1.346. Over this range each tenfold reduction of $T$ adds about 0.20: by (\ref{thermal}), $(a/\pi)\ln10=0.183$ plus a small term from the growth of $v$ inside the logarithm. Smearing has chosen the velocity.

\section*{What removes the divergence}

\textbf{Q.} If neither a small fraction, a mesh nor smearing cures it, what does?

\textbf{A.} Change the interaction at small $q$, where the logarithm arises. A screened hybrid uses
\begin{equation*}
V_\omega(q)=\frac{4\pi}{q^2}\left(1-e^{-q^2/4\omega^2}\right),
\end{equation*}
which tends to the finite value $\pi/\omega^2$. Put $\mathbf k$ on the Fermi sphere in (\ref{surface}). The normal component is $c=1-s$, the area element is $2\pi k_F^2\,ds$, and $q^2=2k_F^2s$. With $z=k_F^2/\omega^2$,
\begin{align}
\left.\frac{d\Sigma_\omega}{dk}\right|_{k_F}
&=\frac1{2\pi}\int_0^2\frac{1-s}{s}\left(1-e^{-zs/2}\right)ds\nonumber\\
&=\frac1{2\pi}\left[\int_0^z\frac{1-e^{-u}}{u}\,du-2+\frac{2(1-e^{-z})}{z}\right].
\label{screened}
\end{align}
The first term follows from $u=zs/2$; the other two are the integral of $-(1-e^{-zs/2})$. All are finite for $\omega>0$.

With $\omega=0.11$, $z=19.0$. For large $z$ the remaining integral is close to $\gamma+\ln z=3.52$, so the bracket is $3.52-2+0.11=1.63$ and $v=0.4798+0.25\times1.63/(2\pi)=0.545$. This is the value at which the screened column settles. As $\omega\to0$, the term $\ln z$ restores the logarithm.

\textbf{Q.} So in my 5\% calculation exchange widened the band only slightly, but there was no converged Fermi velocity.

\textbf{A.} Yes: the exchange contribution to the bandwidth was small and has a finite limit, $ak_F/\pi$ for the gas. A mesh approaches that limit slowly. In the mesh above, the highest occupied points lie off the axis, much closer than $h/2$ to the Fermi surface. Such a point receives the full Ewald shift $Mh/2\pi$ although only half of its neighbourhood is occupied, so the bandwidth comes out low by about $aMh/4\pi\approx0.23\,ah$, an error of order $h$. Read from the last point on the cube axis, which lies $h/2$ inside where the slope is large, the error is of order $h\ln(k_F/h)$. The velocity has no such limit and belonged to your mesh and smearing. To see this in your own data, refine the mesh at fixed smearing until the velocity settles, then reduce the smearing and repeat. With bare exchange, the settled values keep rising.
